\section*{Switched polarization from a triangular current peak on a capacitive baseline}

\section*{Problem}

A ferroelectric capacitor has a square electrode of side $L=100\ \mu\mathrm{m}$ and a film of thickness $d=10$ nm. A triangular voltage of amplitude 3.0 V and frequency 1 kHz is applied. On the rising ramp from zero to the amplitude, the current trace is a flat baseline carrying one triangular peak. Three quantities are read from it:
\begin{itemize}
\item the total height of the peak, measured from zero current, $I_{\mathrm{pk}}=83.2\ \mu\mathrm{A}$;
\item the baseline current, $I_C=3.2\ \mu\mathrm{A}$, the same before and after the peak;
\item the duration $T=100\ \mu\mathrm{s}$ between the two feet, where the trace leaves the baseline and where it rejoins it.
\end{itemize}
Leakage and the resistance of the leads are neglected at first.

\begin{enumerate}
\item[(a)] Explain why the capacitor draws a constant current when no polarization is switching.
\item[(b)] Derive the switched polarization $\Delta P$ in terms of $I_{\mathrm{pk}}$, $I_C$, $T$ and the electrode area $A$. Does the position of the apex between the feet matter?
\item[(c)] Evaluate $\Delta P$. What is the remanent polarization $P_r$, and under what conditions does it follow from $\Delta P$?
\item[(d)] Find the relative permittivity implied by the baseline.
\item[(e)] What would be obtained by (i) using $I_{\mathrm{pk}}$ as the height of the triangle, (ii) integrating the whole trace between the feet, (iii) taking the triangle of height $I_{\mathrm{pk}}$ and subtracting the charge $I_CT$?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Write the charge on the electrode as a part proportional to the voltage plus a part due to switching, and differentiate it with respect to time.
\item Sketch the trace down to zero current. The region under it between the feet is a rectangle with a triangle standing on top.
\item Split the triangle at its apex into a rising and a falling part, and let the rise take a fraction $a$ of the duration.
\item A current in $\mu$A times a time in $\mu$s is a charge in pC.
\item Complete reversal takes the polarization from $-P_r$ to $+P_r$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The two parts of the current}

The charge per unit area on the electrode equals the electric displacement in the film. Separate the displacement into a linear dielectric response and a switching part $P$:
\begin{equation}
\frac{q}{A}=\varepsilon_0\varepsilon_r\frac{V}{d}+P .
\end{equation}
Here $V/d$ is the field in a uniform film, and $\varepsilon_r$ describes the response that remains when no domain reverses. Multiplying by $A$ gives
\begin{equation}
q=CV+AP,\qquad C=\frac{\varepsilon_0\varepsilon_rA}{d}.
\end{equation}
With $C$ constant, the current is
\begin{equation}
I=\frac{dq}{dt}=C\frac{dV}{dt}+A\frac{dP}{dt}.
\label{eq:current}
\end{equation}
On a linear ramp $dV/dt=s$ is constant. When nothing switches, $dP/dt=0$ and the current is
\begin{equation}
I_C=Cs .
\end{equation}
This current charges the capacitor as an ordinary dielectric would be charged. It continues to flow during the peak, so it must be removed there as well.

Current is counted positive on the rising ramp. On the falling ramp $s$ is negative, and so are $I_C$ and the switching current. The formula derived below then gives a negative $\Delta P$, as it should for reversal in the opposite direction.

\subsection*{(b) The area of the peak}

Subtract $I_C$ from equation~(\ref{eq:current}) and integrate from the first foot, $t=0$, to the second, $t=T$:
\begin{equation}
\int_0^T (I-I_C)\,dt=A\int_0^T\frac{dP}{dt}\,dt=A\,\Delta P .
\label{eq:charge}
\end{equation}
This relation holds for a peak of any shape, provided the baseline is constant. The triangle enters only in evaluating the left side. Let
\begin{equation}
h=I_{\mathrm{pk}}-I_C
\end{equation}
be the height above the baseline, and let the apex lie at $t=aT$ with $0<a<1$. Then
\begin{equation}
I-I_C=
\begin{cases}
\dfrac{h\,t}{aT}, & 0\le t\le aT,\\[2mm]
\dfrac{h\,(T-t)}{(1-a)T}, & aT\le t\le T .
\end{cases}
\end{equation}
The rising part contributes
\begin{equation}
\int_0^{aT}\frac{h\,t}{aT}\,dt=\frac{h}{aT}\,\frac{(aT)^2}{2}=\frac{a\,hT}{2}.
\end{equation}
For the falling part put $u=T-t$, which runs from $(1-a)T$ down to zero. The minus sign in $dt=-du$ reverses the limits:
\begin{equation}
\int_0^{(1-a)T}\frac{h\,u}{(1-a)T}\,du=\frac{(1-a)\,hT}{2}.
\end{equation}
In the sum $a$ cancels, leaving $hT/2$. Division by $A$ gives
\begin{equation}
\boxed{\;\Delta P=\frac{(I_{\mathrm{pk}}-I_C)\,T}{2A}\;}
\label{eq:result}
\end{equation}
The position of the apex does not affect the switched polarization.

It does affect what the apex means. At the apex the switched fraction is $(ahT/2)/(hT/2)=a$. In a complete reversal from $-P_r$ to $+P_r$, the switching polarization passes through zero when half of it has switched. The voltage at the apex is therefore the voltage of zero switching polarization only if $a=1/2$.

Equation~(\ref{eq:result}) was tested on simulated films with known polarization steps of 12 and 35 $\mu$C/cm$^2$, each with $a=0.15$, 0.5 and 0.8. Height, baseline and duration were read from the simulated current. The recovered step differed from the known one by at most $3.7\times10^{-4}$ of its value.

\subsection*{(c) Numbers}

The electrode area is
\begin{equation}
A=(100\ \mu\mathrm{m})^2=(1.00\times10^{-2}\ \mathrm{cm})^2=1.00\times10^{-4}\ \mathrm{cm^2}.
\end{equation}
The height above the baseline is $h=83.2-3.2=80.0\ \mu$A, so the switched charge is
\begin{equation}
A\,\Delta P=\tfrac12\,(80.0\ \mu\mathrm{A})(100\ \mu\mathrm{s})=4000\ \mathrm{pC}=4.00\ \mathrm{nC}.
\end{equation}
Therefore
\begin{equation}
\Delta P=\frac{4.00\times10^{-3}\ \mu\mathrm{C}}{1.00\times10^{-4}\ \mathrm{cm^2}}
=40.0\ \mu\mathrm{C/cm^2}=0.400\ \mathrm{C/m^2}.
\end{equation}

Suppose that the film starts fully polarized at $-P_r$, that the pulse reverses all of it, and that none of the reversed polarization relaxes back when the voltage is removed. Then
\begin{equation}
\Delta P=P_r-(-P_r)=2P_r,\qquad P_r=\frac{\Delta P}{2}=20.0\ \mu\mathrm{C/cm^2}.
\end{equation}
If any of these conditions fails, $\Delta P$ is still the polarization switched during the peak, but half of it need not be the remanent polarization of the saturated film.

\subsection*{(d) What the baseline says about the film}

One quarter of the 1 kHz period lasts 250 $\mu$s, and in this time the voltage rises by 3.0 V. The ramp rate is
\begin{equation}
s=\frac{3.0\ \mathrm{V}}{250\ \mu\mathrm{s}}=12.0\ \mathrm{V/ms}=1.20\times10^{4}\ \mathrm{V/s}.
\end{equation}
During the peak the voltage rises by $sT=1.20$ V, so the peak fits within the ramp. The capacitance is
\begin{equation}
C=\frac{I_C}{s}=\frac{3.2\times10^{-6}\ \mathrm{A}}{1.20\times10^{4}\ \mathrm{V/s}}=267\ \mathrm{pF},
\end{equation}
and, with $A=1.00\times10^{-8}\ \mathrm{m^2}$,
\begin{equation}
\varepsilon_r=\frac{Cd}{\varepsilon_0A}
=\frac{(2.67\times10^{-10}\ \mathrm{F})(1.0\times10^{-8}\ \mathrm{m})}{(8.85\times10^{-12}\ \mathrm{F/m})(1.00\times10^{-8}\ \mathrm{m^2})}\approx30 .
\end{equation}
A value far from the known permittivity of the film can have several causes, among them leakage in the baseline, stray capacitance, slow switching outside the peak, and a wrong area, thickness or ramp rate.

\subsection*{(e) Three other treatments of the baseline}

The rectangle under the peak holds the charge $I_CT$. Per unit area this is
\begin{equation}
\frac{I_CT}{A}=\frac{(3.2\ \mu\mathrm{A})(100\ \mu\mathrm{s})}{1.00\times10^{-4}\ \mathrm{cm^2}}=3.2\ \mu\mathrm{C/cm^2}.
\end{equation}
Writing $I_{\mathrm{pk}}=h+I_C$ in each case gives
\begin{align}
\text{(i)}\quad &\frac{I_{\mathrm{pk}}T}{2A}=\Delta P+\frac{I_CT}{2A}=40.0+1.6=41.6\ \mu\mathrm{C/cm^2},\\
\text{(ii)}\quad &\frac1A\int_0^T I\,dt=\Delta P+\frac{I_CT}{A}=40.0+3.2=43.2\ \mu\mathrm{C/cm^2},\\
\text{(iii)}\quad &\frac{I_{\mathrm{pk}}T}{2A}-\frac{I_CT}{A}=\Delta P-\frac{I_CT}{2A}=40.0-1.6=38.4\ \mu\mathrm{C/cm^2}.
\end{align}
Treatment (iii) fails because the area of a triangle of height $I_{\mathrm{pk}}$ and base $T$ exceeds that of the true peak by only $I_CT/2$, so subtracting $I_CT$ removes too much. Subtracting the whole rectangle is correct when it is taken from the integral of the whole trace, as in (ii).

Relative to $\Delta P$, the errors are $I_C/h$, $2I_C/h$ and $-I_C/h$, here 4\,\%, 8\,\% and $-4\,\%$. They vanish as $I_C/h\to0$. A slower ramp does not bring this limit closer if the polarization depends on the voltage alone. In that case $dP/dt=s\,dP/dV$, so $h$ and $I_C$ are both proportional to $s$ and their ratio is fixed. Since $T$ is then proportional to $1/s$, the product $hT$ and the result for $\Delta P$ are also independent of the ramp rate. Real films switch at a finite, field-dependent rate, so there the voltage at the apex and the ratio $I_C/h$ can change with $s$; equation~(\ref{eq:charge}) still gives the polarization switched during the peak.

\subsection*{The numbers beside a real device}

The parameters are round values in the regime of a hafnium zirconium oxide film between titanium nitride electrodes, for which a relative permittivity near 30 and a switched polarization of a few tens of $\mu$C/cm$^2$ are roughly typical. The largest field is $3.0\ \mathrm{V}/10\ \mathrm{nm}=3.0$ MV/cm. Breakdown in such films lies very roughly at 4 to 5 MV/cm, so there is limited room to raise the voltage in order to saturate the film. Real devices depart from the assumptions in several ways; each is taken alone here, with the other readings held fixed.
\begin{itemize}
\item The area enters as $L^2$. If the electrode side is really 101 $\mu$m, $\Delta P$ falls to 39.2 $\mu$C/cm$^2$, a change of $-2\,\%$.
\item A duration read as 102 $\mu$s gives 40.8 $\mu$C/cm$^2$, a change of $+2\,\%$. If the feet are rounded, a shift of this size is hard to exclude.
\item The permittivity depends on field and on domain state, so the baseline can differ on the two sides of the peak. If it changes by 20\,\% of $I_C$ and stays between its two end values under the peak, using either end value makes the charge per unit area assigned to the rectangle wrong by at most $0.2\,I_CT/A=0.64\ \mu$C/cm$^2$. The condition can fail when $C$ follows the domain state, because $q=CV+AP$ then gives an extra current $V\,dC/dt$ during the peak. If $C$ changes by $\Delta C$ between feet at $V_1$ and $V_2$, the dielectric charge exceeds the rectangle of the first baseline by $\Delta C\,V_2$ and that of the second by $\Delta C\,V_1$. For a 20\,\% rise with feet at 0.6 and 1.8 V these are 0.96 and 0.32 $\mu$C/cm$^2$ per unit area.
\item A constant leakage current is removed together with the baseline, although $I_C/s$ is then no longer the capacitance. If a leakage of $10^{-4}$ A/cm$^2$, an assumed rough value, flowed only during the peak, it would add 0.01 $\mu$C/cm$^2$ to the result of integrating the trace. At fixed leakage density this error grows in proportion to $T$, so it matters more on slow ramps.
\end{itemize}
The triangular shape is also an assumption. The first variation shows how the result changes when the peak is rounded.

\section*{Variation 1: a rounded peak}

\emph{The peak has the same height $h$ above the baseline and the same full width at half height as the triangle, but it is rounded and has tails. How much polarization has switched?}

At half height the triangle has lost half of its rise time and half of its fall time, so its width is
\begin{equation}
W=T-\frac{aT}{2}-\frac{(1-a)T}{2}=\frac T2 .
\end{equation}
Its area $hT/2$ is therefore $hW$, whatever the value of $a$.

For a Gaussian peak, $h\exp(-t^2/2\sigma^2)$, half height is reached at $t=\pm\sigma\sqrt{2\ln2}$, so $W=2\sigma\sqrt{2\ln2}$. The area is
\begin{equation}
h\sigma\sqrt{2\pi}=hW\,\frac{\sqrt{2\pi}}{2\sqrt{2\ln2}}=\frac{hW}{2}\sqrt{\frac{\pi}{\ln2}}\approx1.06\,hW .
\end{equation}

A switching curve of the form $P\propto\tanh(t/\tau)$ on the ramp gives a current peak $h\,\mathrm{sech}^2(t/\tau)$. Half height requires $\cosh(t/\tau)=\sqrt2$, so $W=2\tau\,\mathrm{arcosh}\sqrt2$. Since the integral of $\mathrm{sech}^2(t/\tau)$ over all times is $\tau[\tanh(t/\tau)]_{-\infty}^{\infty}=2\tau$, the area is
\begin{equation}
2h\tau=\frac{hW}{\mathrm{arcosh}\sqrt2}\approx1.13\,hW .
\end{equation}

With $hW/A=40.0\ \mu$C/cm$^2$, the switched polarization is 42.6 $\mu$C/cm$^2$ for the Gaussian peak and 45.4 $\mu$C/cm$^2$ for the $\mathrm{sech}^2$ peak. These values lie 6\,\% and 13\,\% above the triangle's. The comparison holds height and half-height width fixed; fixing another measure of width would give other factors. When the recorded peak is visibly rounded, equation~(\ref{eq:charge}) should be evaluated by integrating the trace itself.

\section*{Variation 2: a resistor in series}

\emph{The leads and electrodes add a resistance $R=200\ \Omega$. Does the switched polarization still follow from the trace?}

The source voltage $V_s$, which still rises at the rate $s$, is now shared: $V_s=V+RI$, where $V$ is the voltage on the film. Integrate $I=dq/dt$ over a time $T'$ that starts on the baseline before the peak and ends on it afterwards:
\begin{equation}
\int_0^{T'} I\,dt=C\,\Delta V+A\,\Delta P,\qquad \Delta V=sT'-R\,\Delta I .
\end{equation}
The current equals $I_C$ at both ends, so $\Delta I=0$ and $C\,\Delta V=CsT'=I_CT'$. Hence
\begin{equation}
\int_0^{T'}(I-I_C)\,dt=A\,\Delta P .
\end{equation}
The resistor leaves the integrated switching charge unchanged.

The height, however, can change. Let $P$ depend on the film voltage alone. Because $dV/dt=s-R\,dI/dt$,
\begin{equation}
I=\left(C+A\frac{dP}{dV}\right)\left(s-R\frac{dI}{dt}\right).
\end{equation}
At the maximum of the current $dI/dt=0$, and $I=(C+A\,dP/dV)\,s$. This cannot exceed the peak height without the resistor, for which $dP/dV$ takes its largest value. It falls short if the maximum occurs when the film is no longer at the steepest point of its curve.

Solving the circuit equation for the example, with a symmetric triangular $dP/dV$, gives a total height of 81.7 $\mu$A instead of 83.2 $\mu$A. Integration of this trace returns 40.0 $\mu$C/cm$^2$. The triangle formula with $T$ held at 100 $\mu$s gives
\begin{equation}
\frac{(81.73-3.2)\ \mu\mathrm{A}\times100\ \mu\mathrm{s}}{2\times1.00\times10^{-4}\ \mathrm{cm^2}}=39.3\ \mu\mathrm{C/cm^2},
\end{equation}
which is 2\,\% below the polarization that has switched. The charge is intact, but the peak is no longer a triangle.

\section*{Values computed for the example and the checks}
\begin{verbatim}
electrode side                   100 um
electrode area                   1.00e-04 cm2
film thickness                   10 nm
voltage amplitude                3.0 V
drive frequency                  1 kHz
ramp rate                        12.0 V/ms
ramp time from 0 V to amplitude  250 us
total peak height                83.2 uA
capacitive baseline              3.2 uA
height above baseline            80.0 uA
duration between feet            100 us
voltage swept during peak        1.20 V
switched charge                  4.000 nC
switched polarization            40.00 uC/cm2
switched polarization, SI        0.400 C/m2
remanent polarization (half)     20.00 uC/cm2
capacitance from baseline        266.7 pF
implied relative permittivity    30.1
peak field                       3.0 MV/cm
peak height from forward model   83.19 uA
worst relative error, test films 3.7e-04
Mistaken baseline treatments:
  baseline left in height        41.60 uC/cm2
  whole trace integrated         43.20 uC/cm2
  full strip off full triangle   38.40 uC/cm2
Neglected effects:
  Gaussian peak, same half width 42.58 uC/cm2
  sech^2 peak, same half width   45.38 uC/cm2
  electrode side 1 um longer     39.21 uC/cm2
  duration read 2 us longer      40.80 uC/cm2
  20 % baseline change, at most  0.64 uC/cm2
  assumed leakage density        1e-04 A/cm2
  leakage contribution           0.010 uC/cm2
  series resistance              200 ohm
  total height with resistor     81.72 uA
  integrated, with resistor      40.00 uC/cm2
  triangle rule, with resistor   39.26 uC/cm2
\end{verbatim}
